# Avalanche breakdown width of a uniform-field layer with unequal ionization coefficients

## Problem

A semiconductor layer occupies $0<x<W$ and carries a uniform electric field, as the middle layer of a reverse-biased p–i–n diode does to a good approximation when its residual doping is so low that the dopant charge hardly changes the field across it. Electrons drift toward $+x$ and holes toward $-x$. Along its path an electron creates on average $\alpha$ electron–hole pairs per unit length, and a hole creates $\beta$. At the given field both are positive constants, in general unequal.

The model is one-dimensional. It neglects recombination, thermal generation inside the layer, band-to-band tunnelling, and the change of the field by the moving carriers. The coefficients are local: a carrier can ionize at once, wherever it was born.

(a) Find the steady current multiplication $M_n$ when electrons are injected at $x=0$, and $M_p$ when holes are injected at $x=W$.

(b) Breakdown is reached at the smallest width $W_B$ for which the multiplication diverges. Find $W_B$, and its limit when $\beta\to\alpha$.

(c) Show, by following successive generations of pairs, that $W_B$ separates cascades that die out on average from cascades that grow on average.

(d) Take the round model values $\alpha=2.0\times10^{6}\ \mathrm{m^{-1}}$ and $\beta=5.0\times10^{5}\ \mathrm{m^{-1}}$. Evaluate $W_B$ and discuss layers of width $0.8\ \mathrm{\mu m}$ and $1.0\ \mathrm{\mu m}$ at the same field.

## Hints

**For (a).** Let $J_n$ and $J_p$ be the magnitudes of the two current densities. Each ionization adds one electron and one hole, so both currents grow at the same rate, each along its own direction of travel. Their sum does not depend on $x$. Use it to eliminate $J_p$.

**For (b).** Look for the zero of $1/M$ rather than the infinity of $M$. For the limit, write the logarithm as $\ln(1+u)$ with small $u$.

**For (c).** A pair born at $x'$ sends its electron through all $x>x'$ and its hole through all $x<x'$. Look for a distribution of birthplaces that reproduces its own shape from one generation to the next.

**For (d).** Compute $(\alpha-\beta)W$ first. Since $\alpha>\beta$ here, the denominator $\alpha-\beta e^{(\alpha-\beta)W}$ in $M_p$ is positive below breakdown and negative above it.

## Solution

### (a) Multiplication

Pairs are created at the rate $(\alpha J_n+\beta J_p)/e$ per unit volume, where $e$ is the elementary charge. In the steady state the electron current therefore grows toward $+x$, and the hole current toward $-x$:

$$\frac{dJ_n}{dx}=\alpha J_n+\beta J_p,\qquad -\frac{dJ_p}{dx}=\alpha J_n+\beta J_p .$$

Subtracting the second equation from the first gives $d(J_n+J_p)/dx=0$. The two charges move in opposite directions, so their electric currents point the same way, and $J=J_n+J_p$ is the total current density. Put $J_p=J-J_n$ and $k=\alpha-\beta$, and take $k\neq0$ for now:

$$\frac{dJ_n}{dx}=kJ_n+\beta J .$$

Multiplying by $e^{-kx}$ turns the terms in $J_n$ into one derivative:

$$\frac{d}{dx}\left(J_ne^{-kx}\right)=\beta Je^{-kx}.$$

Integration from $0$ to $W$ gives

$$J_n(W)e^{-kW}-J_n(0)=\frac{\beta J}{k}\left(1-e^{-kW}\right).\tag{1}$$

The boundary conditions have not yet been used, so (1) serves both kinds of injection.

*Electron injection.* No holes enter at $x=W$, so $J_p(W)=0$ and $J_n(W)=J$. Equation (1), divided by $J$, becomes

$$\frac{J_n(0)}{J}=e^{-kW}-\frac{\beta}{k}\left(1-e^{-kW}\right)=\frac{(k+\beta)e^{-kW}-\beta}{k}=\frac{\alpha e^{-kW}-\beta}{k}.$$

The multiplication is the total current divided by the injected one. After numerator and denominator are multiplied by $e^{kW}$,

$$M_n=\frac{J}{J_n(0)}=\frac{k\,e^{kW}}{\alpha-\beta e^{kW}}.\tag{2}$$

*Hole injection.* Now $J_n(0)=0$, and (1) gives $J_n(W)=\beta J(e^{kW}-1)/k$. The injected current is the remainder at $x=W$:

$$\frac{J_p(W)}{J}=1-\frac{\beta}{k}\left(e^{kW}-1\right)=\frac{k+\beta-\beta e^{kW}}{k}=\frac{\alpha-\beta e^{kW}}{k},$$

so that

$$M_p=\frac{J}{J_p(W)}=\frac{k}{\alpha-\beta e^{kW}},\qquad \frac{M_n}{M_p}=e^{kW}.\tag{3}$$

If $\alpha>\beta$, injected electrons are multiplied more than injected holes, because the stronger ionizer then starts with the whole layer ahead of it.

### (b) Breakdown width

From (3), $1/M_p$ equals $1$ at $W=0$, and its derivative with respect to $W$ is $-\beta e^{kW}<0$. It falls steadily and vanishes at one width, where $\beta e^{kW}=\alpha$. Since $M_n=e^{kW}M_p$ and $e^{kW}$ is finite, $M_n$ diverges at the same width. Taking the logarithm of $e^{kW_B}=\alpha/\beta$ gives

$$\boxed{W_B=\frac{\ln(\alpha/\beta)}{\alpha-\beta}}\tag{4}$$

The logarithm and the difference have the same sign, so $W_B>0$ whichever carrier ionizes more strongly. Exchanging $\alpha$ and $\beta$ reverses both signs and leaves $W_B$ unchanged.

*Equal coefficients.* Let $u=(\alpha-\beta)/\beta$, so that $\alpha/\beta=1+u$ and $\alpha-\beta=\beta u$. Then

$$W_B=\frac1\beta\,\frac{\ln(1+u)}{u}\;\longrightarrow\;\frac1\alpha\qquad(\beta\to\alpha),$$

because $\ln(1+u)/u\to1$ as $u\to0$. The same width follows without a limit. With $\beta=\alpha$ the current equation is $dJ_n/dx=\alpha J$, hence $J_n(W)-J_n(0)=\alpha WJ$. For electron injection $J_n(W)=J$, so $J_n(0)=J(1-\alpha W)$. For hole injection $J_n(0)=0$, so $J_p(W)=J-J_n(W)=J(1-\alpha W)$. Both give

$$M_n=M_p=\frac{1}{1-\alpha W},$$

which diverges at $W=1/\alpha$.

*Bounds.* Since $\ln(\alpha/\beta)=\int_\beta^\alpha du/u$, equation (4) says that $W_B$ is the average of $1/u$ over the interval between $\beta$ and $\alpha$. It therefore lies between the two ionization lengths $1/\alpha$ and $1/\beta$.

*What is held fixed.* Equation (4) gives the critical width at a given field. In a device the width is usually given and the field is raised. Then $\alpha$ and $\beta$ are functions of the field $E$, and (4) is an implicit equation for the breakdown field, from which the voltage across the layer at breakdown follows as $EW$. The result loses its footing if $\alpha$ and $\beta$ vary appreciably across the layer, which happens already for a field variation of a few per cent because they depend steeply on $E$. It also fails if the distance a carrier needs to gain the ionization energy is not very small compared with the shorter of the lengths $1/\alpha$ and $1/\beta$: for the coefficients of part (d), a distance of one tenth of $1/\alpha$ widens the critical layer by ten per cent or more. In very thin layers the field demanded by (4) is so high that this distance is no longer small and tunnelling competes with avalanche, so (4) does not give the breakdown field there.

### (c) Generations of pairs

Let $g_j(x)$ be the mean number of pairs of generation $j$ born per unit length at $x$, for one injected carrier. The injected carrier itself creates generation 1. An electron entering at $x=0$ gives $g_1=\alpha$ throughout the layer, and a hole entering at $x=W$ gives $g_1=\beta$. Births at $x$ in the next generation come from electrons born to the left and holes born to the right:

$$g_{j+1}(x)=\alpha\int_0^xg_j(x')\,dx'+\beta\int_x^Wg_j(x')\,dx'.\tag{5}$$

Seek a positive profile $\varphi$ that (5) turns into $R\varphi$. Differentiating $R\varphi=\alpha\int_0^x\varphi\,dx'+\beta\int_x^W\varphi\,dx'$ gives $R\varphi'=(\alpha-\beta)\varphi$, so $\varphi=e^{kx/R}$. At the two ends the same equation reads

$$R\varphi(0)=\beta\int_0^W\varphi\,dx,\qquad R\varphi(W)=\alpha\int_0^W\varphi\,dx .$$

Their ratio requires $e^{kW/R}=\alpha/\beta$, hence

$$R=\frac{(\alpha-\beta)W}{\ln(\alpha/\beta)}=\frac{W}{W_B},\qquad \varphi(x)=\left(\frac{\alpha}{\beta}\right)^{x/W}.\tag{6}$$

The end conditions themselves are then met, and not merely their ratio: $\int_0^W\varphi\,dx=(R/k)(\alpha/\beta-1)=R/\beta$, which is the condition at $x=0$. For $\alpha=\beta$ the profile is constant and $R=\alpha W$.

The actual first generation is a positive constant, not $\varphi$. But $\varphi$ lies between positive bounds, so there are positive numbers $c_1$ and $c_2$ with $c_1\varphi\le g_1\le c_2\varphi$. Both coefficients in (5) are positive, so the rule preserves inequalities. Applying it $j-1$ times gives

$$c_1R^{\,j-1}\varphi(x)\le g_j(x)\le c_2R^{\,j-1}\varphi(x).$$

For $W<W_B$ the generations shrink geometrically and their sum is finite. Each pair adds one elementary charge to the charge passed through the layer, so this sum gives the multiplication, $M=1+\sum_j\int_0^Wg_j\,dx$. At $W=W_B$ the generations neither die out nor grow without bound, and the sum diverges. For $W>W_B$ they grow geometrically, and the constant-field model has no steady state fed by injection. These statements concern mean numbers: above $W_B$ a single cascade can still die out by chance. In a real device the current rises until something outside the model, such as the voltage drop across a series resistance, lowers the field.

### (d) Numbers

The difference of the coefficients is $k=1.5\times10^{6}\ \mathrm{m^{-1}}$, and $\ln(\alpha/\beta)=\ln4=1.3863$. Thus

$$W_B=\frac{1.3863}{1.5\times10^{6}\ \mathrm{m^{-1}}}=9.242\times10^{-7}\ \mathrm{m}=0.924\ \mathrm{\mu m}.$$

This lies between $1/\alpha=0.5\ \mathrm{\mu m}$ and $1/\beta=2.0\ \mathrm{\mu m}$, as it must.

*The layer of $0.8\ \mathrm{\mu m}$.* Here $kW=1.2$ and $e^{kW}=3.320$. Equations (3) and (2) give

$$M_p=\frac{1.5}{2.0-0.5\times3.3201}=4.41,\qquad M_n=3.320\times4.4125=14.65,$$

where the common factor $10^{6}\ \mathrm{m^{-1}}$ has cancelled. The reproduction factor is $R=0.8/0.9242=0.866$, so the layer is below breakdown.

The generations show how the gain of $14.65$ builds up. The injected electron creates $\alpha W=1.6$ pairs. A pair born at $x'$ has on average

$$\alpha(W-x')+\beta x'=\alpha W-kx'\tag{7}$$

direct offspring. The first generation is spread evenly, with mean position $W/2$, so its pairs have on average $(\alpha+\beta)W/2=1.0$ offspring each, and the second generation also numbers $1.6$. Applying (5) numerically on a grid of 400 points gives $1.408$ pairs in the third generation and $1.216$ in the fourth. The decline follows from (7): later births are shifted toward larger $x$, as the profile (6) shows, and there the electron, the stronger ionizer, has less path left. The second generation has mean position $0.6W=0.48\ \mathrm{\mu m}$, so its pairs have on average $1.6-1.5\times0.48=0.88$ offspring each, and $1.6\times0.88=1.408$. The first four generations hold $5.82$ of the $13.65$ pairs created per injected electron, so more than half of the gain comes from later ones.

*The layer of $1.0\ \mathrm{\mu m}$.* Now $R=1/0.9242=1.082$, and each late generation is about 8% larger than the one before. Equation (2) still returns a number, $M_n=-27.9$, because $e^{1.5}=4.48$ exceeds $\alpha/\beta=4$ and the denominator has changed sign. A negative $M_n$ would need $J_n(0)$ to be opposite in sign to $J$, which injection of electrons cannot supply. It is a solution of the steady equations that does not describe this layer.

## Variation 1: nearly equal coefficients

*Hold the mean coefficient $a=(\alpha+\beta)/2$ fixed. How does $W_B$ depend on a small asymmetry $\delta=(\alpha-\beta)/(\alpha+\beta)$?*

With $\alpha=a(1+\delta)$ and $\beta=a(1-\delta)$, the difference is $\alpha-\beta=2a\delta$. In the logarithm the even powers cancel:

$$\ln\frac{1+\delta}{1-\delta}=2\left(\delta+\frac{\delta^3}{3}+\frac{\delta^5}{5}+\cdots\right).$$

Division by $2a\delta$ gives

$$W_B=\frac1a\left(1+\frac{\delta^2}{3}+\frac{\delta^4}{5}+\cdots\right).$$

There is no linear term, since exchanging the carriers changes the sign of $\delta$ but not $W_B$. For $a=1.25\times10^{6}\ \mathrm{m^{-1}}$, the mean in part (d), the equal-coefficient width is $1/a=0.8\ \mathrm{\mu m}$, and

| $\delta$ | $W_B$ from (4), µm | through $\delta^2$, µm |
|---|---|---|
| 0.01 | 0.8000 | 0.8000 |
| 0.10 | 0.8027 | 0.8027 |
| 0.30 | 0.8254 | 0.8240 |
| 0.60 | 0.9242 | 0.8960 |

The last row is the layer of part (d). There the quadratic formula is low by about 3% of the full value, although the coefficients differ by a factor of four.

Asymmetry at fixed mean always widens the critical layer, since every correction is positive. Equation (7) gives the reason. At $W=1/a$, pairs spread evenly would just replace themselves, but the self-reproducing profile is crowded toward the exit of the stronger ionizer, where offspring are fewer.

The choice of what is held fixed matters. If $\alpha$ is kept and $\beta=\alpha(1-\varepsilon)$, then $W_B=-\ln(1-\varepsilon)/(\alpha\varepsilon)=(1/\alpha)(1+\varepsilon/2+\cdots)$, with a linear correction.

## Variation 2: one carrier ionizes weakly

*What happens to breakdown when $\beta\ll\alpha$, and when $\beta=0$?*

For $\beta\ll\alpha$ the denominator of (4) tends to $\alpha$, and

$$W_B\simeq\frac1\alpha\ln\frac{\alpha}{\beta}.$$

The width grows without bound as $\beta\to0$, but only logarithmically. With $\alpha=2.0\times10^{6}\ \mathrm{m^{-1}}$ and $\beta=\alpha/1000$, equation (4) gives $W_B=3.46\ \mathrm{\mu m}$. Compared with part (d), $\beta$ is 250 times smaller and the critical width is 3.7 times larger.

The leading behaviour can be read from one feedback loop. Most pairs are born near $x=W$, where the electron cascade is largest. A hole from there crosses almost the whole layer and creates $\beta\,dx$ pairs in each interval $dx$. The electron of such a pair starts a cascade of $e^{\alpha(W-x)}$ pairs, the first one included. The hole is replaced by one new hole when

$$\beta\int_0^We^{\alpha(W-x)}dx=\frac{\beta}{\alpha}\left(e^{\alpha W}-1\right)=1 .$$

This gives $e^{\alpha W}=1+\alpha/\beta$, which agrees with the estimate above when $\alpha/\beta$ is large.

For $\beta=0$ the loop is cut. The current equation becomes $dJ_n/dx=\alpha J_n$, so $M_n=e^{\alpha W}$, which is finite for every finite width. Injected holes create nothing, and $M_p=1$. In the layer of $0.8\ \mathrm{\mu m}$ the gain would be $e^{1.6}=4.95$, against $14.65$ with $\beta=5.0\times10^{5}\ \mathrm{m^{-1}}$. One ionizing carrier is enough for amplification, but in this model breakdown needs both.
